# Finding Density Critical Points and Bond Paths by Eigenvector Following

## One Gaussian already defeats Newton's method

Take the density $\rho(x)=e^{-\alpha x^2}$ on a line. It has one critical point, the maximum at $x=0$. Newton's method looks for a zero of $\rho'$ by the step $-\rho'/\rho''$. Here

$$\rho'=-2\alpha x\,\rho,\qquad \rho''=(4\alpha^2x^2-2\alpha)\rho,\qquad -\frac{\rho'}{\rho''}=\frac{x}{2\alpha x^2-1}.$$

For $2\alpha x^2<1$ the step has the opposite sign to $x$ and points towards the maximum, though near the inflection it greatly overshoots. For $2\alpha x^2>1$ it has the sign of $x$: the search walks outwards, and every later step does the same. Meanwhile $|\rho'|$ tends to zero, so a stopping rule based on a small gradient will eventually report a critical point in the empty tail.

Two equal Gaussians at $x=\pm a$ in three dimensions show what else must be handled. Their sum is

$$\rho=e^{-\alpha|\mathbf r-a\hat x|^2}+e^{-\alpha|\mathbf r+a\hat x|^2}=2e^{-\alpha(r^2+a^2)}\cosh(2\alpha a x).$$

With $\rho_0=2e^{-\alpha a^2}$ and $\cosh u\approx1+u^2/2$, the second derivatives at the midpoint are

$$\rho_{xx}=\rho_0(4\alpha^2a^2-2\alpha),\qquad \rho_{yy}=\rho_{zz}=-2\alpha\rho_0 .$$

If $2\alpha a^2>1$, the midpoint is a minimum along the axis and a maximum across it: a bond point. The maxima satisfy $x=a\tanh(2\alpha ax)$, with $x\ne0$, so they lie inside the centres $\pm a$: only slightly when $2\alpha a^2$ is large, but close to the midpoint when it barely exceeds 1. If $2\alpha a^2<1$, there is a single maximum in the middle.

At $2\alpha a^2=1$ the axial curvature vanishes. Since $\ln\cosh u=u^2/2-u^4/12+\dots$, the quadratic terms cancel and $\ln\rho=\text{const}-\alpha^2x^4/3+\dots$ on the axis. Then $\rho'\approx-cx^3$ with $c>0$, and a Newton step gives $x-x^3/(3x^2)=2x/3$. Convergence is now linear. The scheme below therefore assumes non-degenerate points, at which no Hessian eigenvalue is zero.

A useful search must thus choose the kind of point it wants, move sensibly where the curvature has the wrong sign, and recognise the tail.

## Derivatives of a real density

For a closed-shell molecule in a single-determinant description with real orbitals, $\rho=2\sum_k\varphi_k^2$, the sum running over doubly occupied orbitals. Atomic units are used. Each orbital is a finite sum of primitives $x^ly^mz^n e^{-\alpha r^2}$, with coordinates measured from the primitive's centre. The exponential factorises, so one-dimensional derivatives suffice. For a polynomial $p$,

$$\frac{d}{dx}\left[p\,e^{-\alpha x^2}\right]=(p'-2\alpha xp)e^{-\alpha x^2}.$$

For $p=x^l$ the first derivative has polynomial $lx^{l-1}-2\alpha x^{l+1}$. Applying the rule again gives

$$l(l-1)x^{l-2}-2\alpha l\,x^l-2\alpha(l+1)x^l+4\alpha^2x^{l+2},$$

and the middle terms combine to $-2\alpha(2l+1)x^l$. Mixed derivatives are products of first derivatives on different axes. The product rule then gives the gradient and Hessian:

$$g_i=4\sum_k\varphi_k\partial_i\varphi_k,\qquad H_{ij}=4\sum_k\left(\partial_i\varphi_k\partial_j\varphi_k+\varphi_k\partial_i\partial_j\varphi_k\right).$$

These were tested against finite differences of separately evaluated density values.

A Gaussian density is smooth at the nuclei, unlike the exact density for point nuclei, which has cusps there. Its nuclear maxima are therefore ordinary critical points with $\mathbf g=0$. They need not coincide with the nuclei, as the two-Gaussian case showed.

Let $b_1\le b_2\le b_3$ be the eigenvalues of $H$, $\mathbf v_i$ its orthonormal eigenvectors, and $F_i=\mathbf v_i\cdot\mathbf g$. Let $k$ be the number of negative eigenvalues at a critical point. Then $k=3$ is an attractor, $k=2$ a bond point, $k=1$ a ring point and $k=0$ a cage point.

## A step that knows its target

In the eigenbasis the Newton step is $q_i=-F_i/b_i$. It goes uphill where $b_i<0$ and downhill where $b_i>0$, whatever we wanted. To aim at signature $k$, we should go uphill along the $k$ lowest modes and downhill along the others.

Treat each of these two blocks separately with the rational model

$$m(\mathbf q)=\frac{N}{D},\qquad N=\sum_iF_iq_i+\tfrac12\sum_ib_iq_i^2,\qquad D=1+\sum_iq_i^2,$$

where $q_i$ is measured in bohr, which fixes the meaning of the 1 in $D$. Stationarity requires $(F_i+b_iq_i)D-2q_iN=0$. Dividing by $D$ and defining $\lambda=2N/D$,

$$F_i+b_iq_i=\lambda q_i\quad\Longrightarrow\quad q_i=-\frac{F_i}{b_i-\lambda}.$$

To find $\lambda$, write

$$2N=\sum_iF_iq_i+\sum_iq_i(F_i+b_iq_i)=\sum_iF_iq_i+\lambda\sum_iq_i^2 .$$

But $2N=\lambda D=\lambda+\lambda\sum_iq_i^2$, so

$$\lambda=\sum_iF_iq_i=\sum_i\frac{F_i^2}{\lambda-b_i}.$$

This is the eigenvalue equation of the matrix with the $b_i$ on its diagonal, bordered by the $F_i$ and with a final diagonal element 0. At a stationary point $m=\lambda/2$, so the highest eigenvalue maximises the model and the lowest minimises it.

The signs follow from $s(\lambda)=\lambda-\sum_iF_i^2/(\lambda-b_i)$. Above the largest $b_i$ in the block, $s$ increases. If the corresponding $F_i$ is non-zero, $s$ runs from $-\infty$ to $+\infty$ and has one root there. Hence $b_i-\lambda<0$ throughout the maximised block, and $q_i$ has the sign of $F_i$: uphill. The same argument below the smallest $b_i$ gives $b_i-\lambda>0$ and a downhill step in the other block. If a projection vanishes, the inequalities can become equalities, so the denominator is kept away from zero. The total step is also shortened to a fixed maximum length, because the local model knows nothing of distant structure.

For the single Gaussian beyond its inflection, $b>0$ but the highest root still exceeds $b$. The step has the sign of $\rho'$ and returns towards the maximum.

A vanishing $F_i$ is also a warning. If the seed is the bond point between two Gaussians, the gradient is already zero, and even a search for a maximum stops there. Every result must be classified by its own Hessian, not by the target.

## What survives near the solution

Close to a non-degenerate point of the desired signature, the selected root in each block is $\lambda\approx-\sum_iF_i^2/b_i$, which is second order in the gradient. Expanding the step,

$$q_i=-\frac{F_i}{b_i}\left(1+\frac{\lambda}{b_i}+\dots\right),$$

shows that it differs from Newton's step only at third order. Let $\mathbf e=\mathbf r-\mathbf r_*$ be the error, and $T$ the tensor of third derivatives at $\mathbf r$. Expanding the gradient about $\mathbf r$ and evaluating at $\mathbf r_*$,

$$0=\mathbf g-H\mathbf e+\tfrac12T[\mathbf e,\mathbf e]+O(e^3).$$

The new error is therefore

$$\mathbf e_{\rm new}=\mathbf e-H^{-1}\mathbf g+O(e^3)=\tfrac12H^{-1}T[\mathbf e,\mathbf e]+O(e^3).$$

Halving a small error should divide the next one by four, provided the quadratic term does not vanish. At a ring point of the molecule studied below, displacements of 0.004 and 0.002 bohr left errors of $2.82\times10^{-6}$ and $7.06\times10^{-7}$ bohr, a ratio of 4.00.

The stopping rule uses $|H^{-1}\mathbf g|$, the estimated distance to the solution. In the Gaussian tail this is about $1/(2\alpha x)$ and decreases slowly, while the gradient falls much faster, as $xe^{-\alpha x^2}$. A search that leaves a large sphere around the molecule is abandoned.

## Seeds, and a check on the count

The seeds follow the expected geometry: nuclei for attractors, midpoints of all nuclear pairs for bonds, and centroids of all triples for rings. A coarse grid, shifted off the symmetry centre, is searched for all four signatures. Converged points that coincide within a small distance are merged.

No finite set of seeds proves that every critical point has been found. There is, however, a necessary condition. Suppose that $\rho$ decreases outwards everywhere on a sphere, and that all critical points inside are non-degenerate. If $n,b,r,c$ count attractors, bonds, rings and cages inside, then

$$n-b+r-c=1.$$

To see why, put the origin at the sphere's centre and deform $\mathbf u=-\nabla\rho$ into the field $\mathbf r$ by $\mathbf u_t=(1-t)\mathbf u+t\mathbf r$. On the sphere both fields have a positive outward component, so no zero crosses it for $0\le t\le1$. Inside, the zeros form curves in $(\mathbf r,t)$. With $J=\partial\mathbf u_t/\partial\mathbf r$, a tangent to such a curve must satisfy $J\dot{\mathbf r}+(\partial_t\mathbf u_t)\dot t=0$. One choice is

$$\dot t=\det J,\qquad \dot{\mathbf r}=-\operatorname{adj}(J)\,\partial_t\mathbf u_t,$$

because $J\operatorname{adj}(J)=(\det J)\,1$. This tangent is non-zero when the $3\times4$ matrix $(J,\partial_t\mathbf u_t)$ has rank three, which a small generic change of the deformation ensures.

A curve that leaves $t=0$ and returns there has opposite signs of $\dot t$, hence of $\det J$, at its two ends. Those zeros cancel in the sum of signs. A curve running from $t=0$ to $t=1$ has the same sign at both ends. At $t=1$ there is one zero, the origin, with $\det J=1$. The signs at $t=0$ therefore add up to 1. There $J=-H$, and $\det(-H)$ is positive for attractors and rings and negative for bonds and cages, which proves the relation.

The check has a blind spot: losing one bond point and one ring point together leaves the sum unchanged.

## Tetrahedrane

Tetrahedrane, C$_4$H$_4$, has all four kinds of point. The density comes from RHF/6-31G* with Cartesian d functions, at a tetrahedral geometry with chosen distances CC = 1.46 Å and CH = 1.06 Å. The geometry was not optimised. Electron correlation, the rest of the basis-set limit and nuclear vibration are left out, so the results describe this model density.

Start a ring search at the centroid of three carbon nuclei, 0.56318 bohr from the molecular centre. Symmetry leaves a gradient only along the threefold axis, with $|F_1|=0.02436$ e/bohr$^4$ and $b_1=-0.15234$ e/bohr$^5$. This is the mode to be maximised. Its shift solves $\lambda(\lambda-b_1)=F_1^2$, and the upper root is

$$\lambda=\frac{-0.15234+\sqrt{0.15234^2+4(0.02436)^2}}2=0.0038 .$$

The step length is $0.02436/(0.15234+0.0038)=0.156$ bohr. It overshoots: the ring point lies at 0.6897 bohr from the centre, which is 0.127 bohr from the seed. The gradient norm then falls as

$$2.4\times10^{-2},\;6.9\times10^{-3},\;1.9\times10^{-4},\;1.6\times10^{-7},\;1.2\times10^{-13}\ \text{e/bohr}^4 .$$

Dividing each unrounded value by the square of its predecessor gives 11.7, 3.9, 4.6 and 4.65 bohr$^4$/e. The ratio settles on $|T|/(2b_1^2)=4.65$ bohr$^4$/e, with $T$ the third derivative along the axis and $b_1$ the axial curvature at the ring point, as quadratic convergence requires.

The growing catalogue shows how the count works. Nuclear seeds give 8 attractors. Pair seeds add 10 bond points, making the sum $8-10=-2$. Triples add 4 ring points and bring it to 2. Something is still missing, and the grid supplies the cage point:

$$8-10+4-1=1 .$$

The density was tested to fall outwards at sampled directions on a sphere of radius 6.0 bohr; the largest radial slope found was $-1.58\times10^{-5}$ e/bohr$^4$. This supports the boundary condition but does not prove it between the samples.

Symmetry strengthens the evidence. The catalogue was tested to be closed under all 24 tetrahedral operations. If the density has this symmetry, missed points must come in complete symmetry sets. Apart from the centre, which is already in the catalogue, such sets have 4, 6, 12 or 24 members. Their signed contributions must cancel, so an incomplete catalogue would lack at least two sets, or eight points. A separate root search from random starts found no new point. It recovered only 5 of the 23 known ones, however, and is weak evidence by itself.

The grid also allows a comparison with plain Newton steps under the same length cap. From 229 seeds, plain Newton reached 0 attractors, 29 bond points, 8 ring points and 1 cage point, counting repeated arrivals. Eigenvector following, run once for each target, reached its target from 69, 40, 22 and 3 seeds respectively. Each target does better than plain Newton did for that kind, but four searches per seed were spent. The total is 134 successes in 916 searches against 38 in 229, so the success rate per search is no higher. What is gained is control over the target. The low yield for the cage may arise because minimisation from most places leads out into the tail; this was not tested.

## Following a bond path without stalling

A bond path consists of the two ascending gradient paths that leave a bond point along $\mathbf v_3$, the direction of positive curvature. Integrating $d\mathbf r/dt=\nabla\rho$ is awkward, since the speed vanishes at the start and is very large near a heavy nucleus. Using arc length $s$ instead,

$$\frac{d\mathbf r}{ds}=\frac{\nabla\rho}{|\nabla\rho|},$$

gives unit speed. The direction is undefined at the bond point itself, so the path starts at $\mathbf r_b\pm\varepsilon\mathbf v_3$.

Close to $\mathbf r_b$ the gradient is $b_3s$ along the path and $b_i\delta$ for a small transverse displacement $\delta$. Hence

$$\frac{d\delta}{ds}=\frac{b_i}{b_3s}\,\delta,\qquad \delta\propto s^{\,b_i/b_3}.$$

Because $b_i<0<b_3$, starting errors die out. The rate is large, though. For a CC bond point at $\varepsilon=0.002$ bohr, both the formula and a direct difference of the unit field give $-668.00$ bohr$^{-1}$. A fixed step suited to the rest of the path would at first magnify these errors instead of damping them, although they would shrink again as the rate falls with growing $s$.

An embedded Runge–Kutta pair adjusts the step $h$. With $\mathbf f$ the unit field and $\mathbf y$ the current point,

$$\mathbf k_1=\mathbf f(\mathbf y),\quad \mathbf k_2=\mathbf f(\mathbf y+\tfrac h2\mathbf k_1),\quad \mathbf k_3=\mathbf f(\mathbf y+\tfrac{3h}4\mathbf k_2),$$

$$\mathbf y_{\rm new}=\mathbf y+\tfrac h9(2\mathbf k_1+3\mathbf k_2+4\mathbf k_3).$$

With $\mathbf k_4=\mathbf f(\mathbf y_{\rm new})$, the second-order companion is $\mathbf y+h(\tfrac7{24}\mathbf k_1+\tfrac14\mathbf k_2+\tfrac13\mathbf k_3+\tfrac18\mathbf k_4)$. The distance $E$ between the two results scales as $h^3$. For a tolerance $\tau$, a step with $E\le\tau$ is accepted; otherwise $\mathbf y$ is kept and the step is tried again. In both cases the next $h$ is the old one multiplied by $0.9(\tau/E)^{1/3}$ within fixed limits.

On the test equation $\delta'=-\mu\delta$, the third-order method multiplies $\delta$ by $1-z+z^2/2-z^3/6$ with $z=h\mu$. This stays below 1 in magnitude up to $z\approx2.5$. Freezing the rate at its starting value gives $h<2.5/668\approx0.004$ bohr at the CC start. This estimate is cautious, because the rate $b_i/(b_3s)$ falls within the step. On the actual field a first step still damps a transverse error up to $h\approx0.0076$ bohr, whereas a first step of 0.039 bohr magnifies it twelvefold. While the path is still close to the bond point the limit grows in proportion to $s$. On the CC path the accepted steps ranged from 0.001 bohr, the chosen first step, to 0.039 bohr.

No step exceeds half the distance to the nearest attractor. Since $\mathbf y_{\rm new}-\mathbf y$ is $h$ times a weighted average of unit vectors, the path cannot jump over its destination. It ends in a small ball around the attractor $\mathbf r_0$ where $(\mathbf r_0-\mathbf r)\cdot\nabla\rho>0$. There

$$\frac{d|\mathbf r-\mathbf r_0|}{ds}=\frac{(\mathbf r-\mathbf r_0)\cdot\nabla\rho}{|\mathbf r-\mathbf r_0|\,|\nabla\rho|}<0,$$

so the path keeps approaching $\mathbf r_0$. The inequality was tested at sampled points in each ball. Short chords at the start and end complete the length.

## Reading the bent bonds

The ten paths join each carbon to the other three and to its hydrogen. The CC path is 2.7979 bohr (1.4806 Å) long, against a straight distance of 2.7590 bohr between its attractors, an excess of 1.4%. These figures depend on the basis: at the same geometry RHF/6-311G** gives 2.791 bohr (1.2%) and RHF/cc-pVTZ gives 2.790 bohr (1.1%). Another integrator, with a smaller starting offset, changed the length by $1.8\times10^{-8}$ bohr. Both calculations use the final chord, so this agreement does not measure the chord's error.

The CC bond point lies $d=0.1770$ bohr outside the midpoint of its two nuclei. The bending can be expressed as an angle. Place a carbon at $(a,a,a)$ with $a=2.7590/\sqrt8=0.9755$ bohr. Two of its bond points are then $(a+d,0,0)$ and $(0,a+d,0)$. Seen from the carbon they lie along $(d,-a,-a)$ and $(-a,d,-a)$, so

$$\cos\theta=\frac{a^2-2ad}{2a^2+d^2}=\frac{0.9516-0.3453}{1.9032+0.0313}=0.313 .$$

This gives $\theta=71.7^\circ$. For $d=0$ the formula gives the nuclear angle, $60^\circ$. Seen from a carbon nucleus in this density, two neighbouring CC bond points are thus nearly $12^\circ$ further apart than the nuclei they lead to. Larger bases give less bending: $d=0.164$ bohr and $\theta=70.9^\circ$ with 6-311G**, and $d=0.148$ bohr and $\theta=69.8^\circ$ with cc-pVTZ, an opening of about $10^\circ$. This is not the angle between the paths where they reach the carbon, which was not computed.

The CH path is straight by symmetry, so its agreement between integrators says little about either. Its length, 1.0389 Å, is less than the CH distance of 1.06 Å because it ends at the density maximum, not at the proton. That maximum is displaced by 0.040 bohr towards carbon, while the carbon maxima move by only $5\times10^{-6}$ bohr. To first order the displacement is $-H^{-1}\mathbf g$ evaluated at the nucleus. The curvature explains the contrast: at the maxima it is about $-1.5\times10^5$ e/bohr$^5$ for carbon, but only $-5.5$ e/bohr$^5$ along the bond for hydrogen, while the gradients at the two nuclei are of similar size, 0.74 and 0.23 e/bohr$^4$. The hydrogen shift is not converged: it is 0.047 bohr with 6-31G**, 0.033 with 6-311G** and 0.037 with cc-pVTZ. It reflects the smooth Gaussian basis. A cusp holds the maximum at the proton as long as the remaining gradient there is smaller than the slope of the cusp.

Finally, the density is 0.2030 e/bohr$^3$ at the ring points and 0.1850 at the cage point, a drop of about 9%. With cc-pVTZ the two densities become 0.2065 and 0.1874 and the ring point moves in to 0.674 bohr, while the drop stays near 9%. Such shallow features call for more care than the nuclear peaks. If a change of geometry or basis brought a ring and a cage point together, at least one eigenvalue would vanish, Newton convergence would in general become linear, though not necessarily with the factor 2/3 found for the merging Gaussians, and the classification would lose its meaning at that geometry. The numerical output below lists the eigenvalues. A small one is a warning, but it does not by itself tell how far away such a merger is, since that also depends on higher derivatives of the density.

## Computed values

```
CC and CH distances: 1.46, 1.06 angstrom
RHF energy: -153.597841 hartree; basis functions: 68; primitives: 128
largest gradient deviation from differences: 3.6e-06 e/bohr^4
largest Hessian deviation from differences: 3.8e-05 e/bohr^5
ring seed, distance from centre: 0.56318 bohr
  first-step eigenvalues b (e/bohr^5): [-0.15234  0.2606   0.2606 ]
  first-step |F| (e/bohr^4): [0.02436 0.      0.     ]
  first-step shifts lambda (e/bohr^5): [ 0.0038 -0.     -0.    ]
  first-step |q| by mode (bohr): [0.156 0.    0.   ]
  |gradient| by iteration (e/bohr^4): 2.4e-02 6.9e-03 1.9e-04 1.6e-07 1.2e-13
one-step errors from 0.004 and 0.002 bohr: 2.82e-06, 7.06e-07 bohr; ratio 4.00
catalogue after each seed family: attractor/bond/ring/cage, index sum
  nuclei: 8 seeds, [8, 0, 0, 0], sum 8
  pairs: 28 seeds, [8, 10, 0, 0], sum -2
  triples: 56 seeds, [8, 10, 4, 0], sum 2
  grid: 229 seeds, [8, 10, 4, 1], sum 1
grid seeds reaching their target, attractor/bond/ring/cage: [69, 40, 22, 3]
plain Newton from the same grid, attractor/bond/ring/cage: [0, 29, 8, 1]
largest radial slope at 6.0 bohr: -1.58e-05 e/bohr^4
separate random search: 5 of 23 points recovered, no new point
classes: kind, count, radius (bohr), density (e/bohr^3), eigenvalues (e/bohr^5)
  attractor, 4, 1.6895, 117.90470, -1.452e+05 -1.452e+05 -1.452e+05
  attractor, 4, 3.6528, 0.41578, -6.207 -6.207 -5.538
  bond, 6, 1.1525, 0.25667, -0.3834 -0.3756 0.287
  bond, 4, 2.9861, 0.28735, -0.7822 -0.7822 0.4512
  ring, 4, 0.6897, 0.20302, -0.2282 0.2613 0.2613
  cage, 1, 0.0000, 0.18498, 0.1951 0.1951 0.1951
C maximum displaced from nucleus by 5.13e-06 bohr
H maximum displaced from nucleus by 3.99e-02 bohr
molecular graph: C1-C2 C1-C3 C1-C4 C1-H5 C2-C3 C2-C4 C2-H6 C3-C4 C3-H7 C4-H8
CC path length: 2.7979 bohr = 1.4806 angstrom; straight: 2.7590 bohr
  difference from separate integration: 1.8e-08 bohr
  accepted steps 182, rejected 18, step range 1.0e-03 to 3.9e-02 bohr
  Laplacian -0.4721 e/bohr^5; ellipticity 0.0208
  bond point outward from CC midpoint: 0.1770 bohr
  transverse rate at 0.002 bohr: measured -668.00, predicted -668.00 bohr^-1
CH path length: 1.9632 bohr = 1.0389 angstrom; straight: 1.9632 bohr
  difference from separate integration: 1.8e-15 bohr
  accepted steps 28, rejected 0, step range 1.0e-03 to 1.0e-01 bohr
  Laplacian -1.1133 e/bohr^5; ellipticity 0.0000
angle between bond points at C: 71.74 degrees; nuclear angle: 60.00 degrees
```
